Comment on explaining helium's lower triplet by reduced electron repulsion

**The argument under review**

The author considers the helium configuration 1s2s, which gives a triplet and a singlet. The triplet is lower, in the pattern of Hund's first rule. The explanation offered runs as follows: "In the triplet the spatial wavefunction changes sign when the electrons are exchanged, so it vanishes where they meet. The electrons therefore stay further apart, their repulsion is smaller, and the energy is lower by that amount. The same holds in every neutral atom."

The first sentence is correct. My questions concern the second: is the mean repulsion of the triplet really smaller, and is the energy difference a difference of repulsion? The third sentence needs separate treatment.

**Conventions**

I use the non-relativistic Hamiltonian with a point nucleus of charge Z fixed at the origin. In atomic units (lengths in bohr, energies in hartree) it is

H = −½∇₁² − ½∇₂² − Z/r₁ − Z/r₂ + 1/r₁₂.

Here r₁ and r₂ are the distances of the electrons from the nucleus and r₁₂ is their separation. For a normalised state let T be the mean kinetic energy, N the mean nuclear attraction and R = ⟨1/r₁₂⟩ the mean repulsion. Then

E = T + N + R.

A difference Δ always means triplet minus singlet. H contains no spin. Spin enters because the whole wavefunction must be antisymmetric: the triplet spin functions are symmetric, so their spatial partner is antisymmetric, and for the singlet it is the reverse.

**What the argument does establish**

Let u be the 1s orbital and v the 2s orbital, both real, normalised and orthogonal. Suppose that both states use the same pair:

ψ± = [u(1)v(2) ± v(1)u(2)]/√2,

with plus for the singlet and minus for the triplet. For any one-electron operator h acting on electron 1,

⟨h(1)⟩ = ½[⟨u|h|u⟩⟨v|v⟩ + ⟨v|h|v⟩⟨u|u⟩ ± ⟨u|h|v⟩⟨v|u⟩ ± ⟨v|h|u⟩⟨u|v⟩].

The last two terms vanish because ⟨u|v⟩ = 0. Electron 2 gives the same value, so the sum over both electrons is ⟨u|h|u⟩ + ⟨v|h|v⟩, whatever the sign. Choosing for h first the kinetic energy and then the nuclear attraction shows that T and N are equal in the two states.

The repulsion acts on both electrons, and its cross terms survive:

R± = ½[J + J ± K ± K] = J ± K,

J = ∬ u(1)² v(2)² / r₁₂,
K = ∬ u(1)v(1) u(2)v(2) / r₁₂.

K is positive. To see this, treat ρ = uv as a charge density with potential Φ, so that ∇²Φ = −4πρ. Then

K = ∫ρΦ = −(1/4π)∫Φ∇²Φ = (1/4π)∫|∇Φ|² > 0,

where the last step is an integration by parts whose surface term vanishes at infinity. Therefore

ΔE = ΔR = (J − K) − (J + K) = −2K.

This is sound algebra for shared orbitals. The author then reads it as a description of the actual states, and that step fails.

**Why the actual states cannot share their orbitals**

Take an exact bound eigenfunction ψ and change the scale of all coordinates:

ψₖ(r₁, r₂) = k³ ψ(kr₁, kr₂),

with vectors in the arguments. The factor k³ keeps the norm, since the six-dimensional volume element supplies k⁻⁶. A value k > 1 shrinks the atom. Two derivatives bring k² into the kinetic energy and an inverse distance brings k into the potential energy, so

E(k) = k²T + k(N + R).

An eigenfunction makes the energy stationary. For a small real change δψ that preserves the norm, ⟨δψ|ψ⟩ = 0 to first order, and

δE = 2⟨δψ|H|ψ⟩ = 2E⟨δψ|ψ⟩ = 0.

This holds for excited states as well as for the ground state. Setting dE/dk = 0 at k = 1 gives the virial relation

2T + N + R = 0.

Combined with E = T + N + R it yields T = −E and N + R = 2E. For two eigenstates,

ΔT = −ΔE,
ΔN + ΔR = 2ΔE.

Shared orbitals require ΔT = 0, and the first line would then require ΔE = 0. So if the levels differ at all, the lower one has the larger kinetic energy, and the picture in which only the repulsion changes is excluded.

The virial relation does not settle the author's claim, however. It fixes the sum ΔN + ΔR and leaves the sign of ΔR open. That sign has to be computed.

**Computing the two states**

The calculation must treat both states equally well. I also let the wavefunction depend on r₁₂, so that the motion of the two electrons is correlated. I expand each state in functions

f = exp(−a r₁ − b r₂ − c r₁₂),

adding (singlet) or subtracting (triplet) the same function with r₁ and r₂ interchanged.

The integrals are elementary. Let θ be the angle between the two position vectors. The orientation of the triangle formed by the nucleus and the electrons contributes 8π², and r₁₂² = r₁² + r₂² − 2r₁r₂cos θ gives r₁₂dr₁₂ = r₁r₂ sin θ dθ at fixed r₁ and r₂. The volume element is therefore 8π² r₁r₂r₁₂ dr₁dr₂dr₁₂. The three lengths must satisfy the triangle inequalities, which the substitution

r₁ = (p + q)/2, r₂ = (p + s)/2, r₁₂ = (q + s)/2

turns into p, q, s ≥ 0, with Jacobian 1/4. If A, B, C are the summed exponents of two basis functions, then

G = ∫ exp(−A r₁ − B r₂ − C r₁₂) dr₁dr₂dr₁₂
= ¼ · [2/(A + B)] · [2/(A + C)] · [2/(B + C)]
= 2/[(A + B)(A + C)(B + C)].

Each factor r₁ in an integrand is produced by −∂/∂A, and likewise r₂ by −∂/∂B and r₁₂ by −∂/∂C. Apart from 8π², the overlap is −∂³G/∂A∂B∂C and the repulsion element is ∂²G/∂A∂B.

For the kinetic energy, integration by parts replaces −½∇² by half the product of two gradients. With unit vectors e₁ and e₂ towards the electrons, and n pointing from electron 2 to electron 1,

∇₁f = −(a e₁ + c n)f, ∇₂f = −(b e₂ − c n)f.

For functions f and f′ the integrand is ½ff′ times

aa′ + bb′ + 2cc′ + (ac′ + ca′) e₁·n − (bc′ + cb′) e₂·n,

where

e₁·n = (r₁² + r₁₂² − r₂²)/(2r₁r₁₂),
−e₂·n = (r₂² + r₁₂² − r₁²)/(2r₂r₁₂).

The volume element cancels the denominators, so derivatives of G suffice here too.

I used 120 functions with exponents spread by a Halton sequence over 1.2 to 2.8 for a, 0.35 to 2.2 for b (evenly in its logarithm) and −0.15 to 0.6 for c, in inverse bohr. The coefficients follow from the matrix eigenvalue problem. The triplet is the lowest root of its symmetry. The singlet is the second root, because the ground state 1s² has the same symmetry and lies below it.

The second root is still an upper bound to the second exact level. The two lowest trial solutions can be combined into a function orthogonal to the exact ground state. Its energy is at least the second exact level and at most the second root.

**The energy balance**

The results, in eV, are:

Triplet: T = 59.19, N = −125.68, R = 7.30, E = −59.19.
Singlet: T = 58.39, N = −123.58, R = 6.79, E = −58.39.

Going from 80 to 120 functions changes the total energies E by at most 0.00001 eV and the repulsions by at most 0.00007 eV. The sum 2T + N + R vanishes to four decimals in eV, which ties T and N to E and R, so the second decimal is settled within this model. Relativity and nuclear motion are left out.

The mean repulsion is larger in the triplet: 0.268 hartree against 0.250 hartree. The differences, taken before rounding, are

ΔT + ΔN + ΔR = 0.80 − 2.10 + 0.50 = −0.80 eV = ΔE.

The potential terms obey the virial relation: −2.10 + 0.50 = −1.60 eV, which is twice −0.80 eV. The triplet pays 0.80 eV in kinetic energy and 0.50 eV in repulsion, and gains 2.10 eV in nuclear attraction. In helium 1s2s the author's explanation therefore has the wrong sign in the very term on which it rests.

**What happened to the avoided encounters**

The antisymmetric function does vanish when the electrons meet: interchanging two equal positions changes nothing, yet must reverse the sign. This suppresses close encounters. But R averages 1/r₁₂ over all arrangements, and the condition at contact does not fix the size of the atom.

The triplet is the more compact state. The mean distance of an electron from the nucleus, averaged over both electrons, is 1.350 Å in the triplet and 1.573 Å in the singlet. Even the mean separation ⟨r₁₂⟩ is smaller in the triplet, 2.354 Å against 2.789 Å. The phrase "stay further apart" is thus wrong for the average distance, although it is right for close encounters.

**Where the contraction comes from**

The shared-orbital argument can be repaired by adding the step it omits. Freeze one electron in the 1s orbital of He⁺, u ∝ exp(−2r), and optimise only the other orbital φ. I expand φ in ten exponentials exp(−br), with b from 0.3 to 6 in geometric progression. The comparison has three stages.

First, optimise φ in the triplet. Any part of φ proportional to u cancels in the antisymmetric function, since u(1)u(2) − u(1)u(2) = 0, so φ can be made orthogonal to u without changing the state. The result, in eV, is

T = 59.01, N = −125.49, R = 7.32, E = −59.16.

Second, keep this orthogonal φ and change only the sign in the wavefunction. The orbitals are now shared, so the author's algebra applies. With J = 7.70 eV and K = 0.38 eV, the repulsion goes from J − K = 7.32 eV to J + K = 8.08 eV. T and N do not move, and

E = 59.01 − 125.49 + 8.08 = −58.40 eV.

This is where the argument under review stops. But the new function is out of balance. From E(k) above, its energy changes under uniform scaling at the rate

dE/dk at k = 1: 2T + N + R = 118.02 − 125.49 + 8.08 = 0.61 eV.

The rate is positive, so the energy falls when k drops below 1, that is, when the atom expands. For the triplet of the first stage the same sum is −0.15 eV. It is not zero because the frozen inner orbital forbids uniform scaling, while φ itself is already optimal there. The sign change adds 2K = 0.76 eV to this rate and turns it from negative to positive.

Third, let φ readjust in the singlet. A part proportional to u no longer cancels, so exp(−2r) joins the expansion, and the second root is taken as before. The result, in eV, is

T = 58.68, N = −123.79, R = 6.78, E = −58.33.

The mean electron–nucleus distance has grown from 1.355 Å to 1.597 Å. The repulsion has dropped by 1.30 eV, more than the 0.76 eV that the sign change had added, and is now below the triplet value. The price is 1.71 eV of nuclear attraction (taken before rounding). The larger repulsion that the author assigns to the singlet thus belongs to the unrelaxed function; once φ has readjusted, it is no longer larger. The uniform scaling rate of the second stage agrees in sign with this change but does not explain it. Only φ may move, and the 0.61 eV is the sum of +1.08 eV from scaling the frozen u and −0.47 eV from scaling φ alone, so the positive sign comes from the orbital that is held fixed; moreover, the second root is not reached by descent. Nor does it give the size: uniform scaling alone would stop where dE/dk = 0, at k = −(N + R)/(2T) = 117.41/118.02 ≈ 0.995, an expansion of about half a per cent, against the 18 per cent found. The comparison does not separate how much of the expansion comes from the added 2K and how much from the orthogonality of the second root to the lowest singlet root.

One feature may look odd: readjustment raises the energy slightly, from −58.40 to −58.33 eV. The sign-changed function is not orthogonal to the lowest singlet root, which represents the ground state. A function built from the second and higher roots alone could not lie below the second root, so this one must contain some of the lowest. Its energy is therefore no bound on the excited singlet, and the third stage is not a simple descent from the second.

The frozen-core model gives a splitting of −0.84 eV (taken before rounding), against −0.80 eV from the correlated functions, and a repulsion difference of 0.54 eV against 0.50 eV. It reproduces the sign and the approximate size of both differences.

**Cause and bookkeeping**

The author may object that the splitting must come from the repulsion, because without it there would be none. The premise is true. With 1/r₁₂ removed, both states have the energy of one electron in 1s and one in 2s,

E = −Z²/2 − Z²/8 = −5Z²/8,

and they coincide. The repulsion operator causes the splitting. It does not follow that the lower state has the smaller mean repulsion, because the wavefunction responds, and the response moves energy among T, N and R.

**The claim about every neutral atom**

Nothing above fixes the sign of ΔR for other atoms, in either direction. The same pair of states in Li⁺ shows how delicate the sign is. With Z = 3 and the ranges of a, b and c widened to 1.8 to 4.2, 0.7 to 3.3 and −0.3 to 1.2, the same method gives R = 12.57 eV in the triplet and 12.96 eV in the singlet. Here the triplet does have the smaller repulsion. The balance, with differences again taken before rounding, is

ΔT + ΔN + ΔR = 1.90 − 3.42 − 0.38 = −1.90 eV = ΔE.

Even so, the original explanation is not restored: the gain in nuclear attraction is about nine times the gain in repulsion.

The reversal fits the limit of large Z. Measure lengths in units of 1/Z, writing r = x/Z. Then H = Z²(h₀ + λ/x₁₂) with λ = 1/Z, where h₀ describes two independent electrons at unit nuclear charge. Expand the eigenvalue of the bracket as e₀ + λe₁ + λ²e₂ + …, so that

E = Z²e₀ + Ze₁ + e₂ + ….

Because the energy is stationary, the change of the wavefunction with λ does not contribute to the first derivative of the eigenvalue, and ⟨1/x₁₂⟩ = e₁ + 2λe₂ + …. Multiplying by Z²λ = Z gives

R = Ze₁ + 2e₂ + ….

First-order theory uses shared hydrogen-like orbitals, so Δe₁ = −2κ, where κ > 0 is their exchange integral at Z = 1. To leading order in Z,

ΔR = ΔE = −2κZ.

The repulsion is then smaller in the triplet, as the author expects. But the virial relation gives ΔN = 2ΔE − ΔR = −2κZ and ΔT = +2κZ at the same order. The small response of the orbitals shifts N and T by amounts that cancel in the energy. Shared orbitals give the correct leading splitting and still misstate how it is made up.

For helium the response is large enough to reverse ΔR; for Li⁺ it is not. The expansion fixes the sign for two-electron ions of large enough Z; a neutral atom with more electrons needs its own calculation. Note also that 1s2s is an excited configuration, not the lowest configuration of the atom. The example tests the explanation, not the rule.

**Requested change**

I ask the author to keep the result −2K, labelled as the splitting for shared orbitals, and to replace the sentence on reduced repulsion by this: "In helium 1s2s, the triplet has a more compact charge cloud than the singlet; the stronger attraction to the nucleus outweighs the increase in both kinetic energy and electron repulsion." The reference to every neutral atom should be removed.
